# Cyclotron resonance in linear polarization and Azbel–Kaner subharmonics in metals: a numerical check

```python
"""
Cyclotron resonance with linear polarization, and Azbel-Kaner subharmonics.

Result under test (x = omega*tau, y = omega_c*tau, omega_c = e*B/m):
  uniform field:  Re sigma_xx/sigma0 = [1/(1+(x-y)^2) + 1/(1+(x+y)^2)]/2
    a maximum at nonzero B exists only for x > 1/sqrt(3);
    the B=0 absorption is half the peak at x = sqrt((23+16 sqrt 2)/17).
  metal, field varying as exp(i q X) across large orbits (q*r >> 1):
    Re sigma_eff = (2 sigma0/(q l)) * S,  nu = omega/omega_c,
    S = sinh(b)/(cosh(b)-cos(2 pi nu)),  b = 2 pi nu/x,
    so resonances sit at omega = n*omega_c, i.e. B_n = B_1/n.
sigma0 = n e^2 tau/m, l = v_F tau, r = v_F/omega_c, k = q*r.
Fields vary as exp(-i omega t); carriers have charge -e; B is along +z.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import jv


# ---------- uniform field: magneto-Drude response ----------
def drude_tensor(x, y):
    """sigma/sigma0 by inverting the equation of motion."""
    g = 1 - 1j * x
    return np.linalg.inv(np.array([[g, y], [-y, g]]))


def absorption(x, y):
    return drude_tensor(x, y)[0, 0].real


def numerical_peak(x):
    res = minimize_scalar(lambda y: -absorption(x, y),
                          bounds=(0, 2 * x + 1), method="bounded",
                          options={"xatol": 1e-9})
    return res.x, -res.fun


def two_lorentzians(x, y):
    return 0.5 / (1 + (x - y)**2) + 0.5 / (1 + (x + y)**2)


def peak_position(x):
    return np.sqrt(2 * x * np.sqrt(1 + x * x) - 1 - x * x)


def peak_height(x):
    return (x + np.sqrt(1 + x * x)) / (4 * x)


def newton_absorption(x, y):
    """Cycle-averaged power from time integration, time in units of tau."""
    period = 2 * np.pi / x
    times = 35 + period * np.arange(400) / 400

    def rhs(s, v):
        return [-v[0] - y * v[1] + np.cos(x * s), -v[1] + y * v[0]]
    sol = solve_ivp(rhs, (0, 35 + period), [0, 0], t_eval=times,
                    method="DOP853", rtol=1e-10, atol=1e-12)
    return 2 * np.mean(np.cos(x * times) * sol.y[0])


for x, y in [(0.4, 0.9), (1.3, 1.2), (4.0, 3.5)]:
    assert abs(newton_absorption(x, y) - two_lorentzians(x, y)) < 1e-6
    assert abs(absorption(x, y) - two_lorentzians(x, y)) < 1e-12
    assert abs(absorption(x, y) - absorption(y, x)) < 1e-12

for x in (0.65, 1.0, 2.0, 6.0):
    y_num, h_num = numerical_peak(x)
    assert abs(y_num - peak_position(x)) < 1e-5
    assert abs(h_num - peak_height(x)) < 1e-9

# existence threshold, bracketed by field scans
x_exist = 1 / np.sqrt(3)
scan = np.linspace(0, 2, 2001)
below = [absorption(0.98 * x_exist, y) for y in scan]
above = [absorption(1.02 * x_exist, y) for y in scan]
assert np.argmax(below) == 0 and np.argmax(above) > 0

# half-depth threshold, from numerically located peaks
x_half = np.sqrt((23 + 16 * np.sqrt(2)) / 17)
x_half_num = brentq(lambda x: absorption(x, 0) - numerical_peak(x)[1] / 2,
                    1.0, 3.0)
assert abs(x_half - x_half_num) < 1e-6

# the active circular polarization peaks at omega_c = omega even for small x
active = np.array([1, 1j]) / np.sqrt(2)
circ = [(active.conj() @ drude_tensor(0.3, y) @ active).real for y in scan]
assert abs(scan[np.argmax(circ)] - 0.3) < 1.5e-3


def drude_relative_width(x):
    yp, hp = numerical_peak(x)
    lo = brentq(lambda y: absorption(x, y) - hp / 2, 0, yp)
    hi = brentq(lambda y: absorption(x, y) - hp / 2, yp, 3 * x)
    return (hi - lo) / yp


assert abs(50 * drude_relative_width(50.0) - 2) < 0.02


# ---------- nonuniform field: kinetic response of a cylinder ----------
def kinetic_tensor(k, x, y):
    """xx, xy, yx, yy of sigma/sigma0 as sums over orbit harmonics."""
    k = np.atleast_1d(np.asarray(k, float))
    top = int(k.max()) + 60
    n_all = np.arange(-top - 1, top + 2)
    sign = np.where((n_all < 0) & (n_all % 2 == 1), -1.0, 1.0)
    bessel = sign[:, None] * jv(np.abs(n_all)[:, None], k[None, :])
    slope = (bessel[:-2] - bessel[2:]) / 2
    n = n_all[1:-1, None]
    vx = n * bessel[1:-1] / k
    vy = -1j * slope
    den = 1 - 1j * (x - n * y)
    return [2 * np.sum(np.conj(a) * b / den, axis=0)
            for a in (vx, vy) for b in (vx, vy)]


def effective_conductivity(k, x, y):
    """Response to E_y when screening enforces zero current along q."""
    xx, xy, yx, yy = kinetic_tensor(k, x, y)
    return yy - yx * xy / xx


# harmonic sums against direct integration along past orbits
k_t, x_t, y_t = 5.0, 3.0, 2.0
s = np.linspace(0, 40, 8001)[:, None]
theta = 2 * np.pi * np.arange(128)[None, :] / 128
past = theta - y_t * s
weight = np.exp(-s * (1 - 1j * x_t)
                + 1j * k_t * (np.sin(past) - np.sin(theta)))
direct = []
for now in (np.cos(theta), np.sin(theta)):
    for then in (np.cos(past), np.sin(past)):
        mean = np.mean(now * then * weight, axis=1)
        direct.append(2 * simpson(mean, x=s[:, 0]))
for a, b in zip(direct, kinetic_tensor(k_t, x_t, y_t)):
    assert abs(a - b[0]) < 1e-5

# uniform limit: yy is the Drude line, but screening removes the resonance
uniform = kinetic_tensor(1e-3, 5.0, 5.0)
assert abs(uniform[3][0] - drude_tensor(5.0, 5.0)[1, 1]) < 1e-4
assert abs(effective_conductivity(1e-3, 5.0, 5.0)[0] - 1 / (1 - 5j)) < 1e-4


def shape(nu, x):
    b = 2 * np.pi * nu / x
    return np.sinh(b) / (np.cosh(b) - np.cos(2 * np.pi * nu))


def kinetic_shape(nu, x, k_first):
    """q*l*Re(sigma_eff)/2, averaged over one oscillation in q*r."""
    k = k_first * nu + np.pi * (np.arange(16) + 0.5) / 16
    y = x / nu
    return np.mean(k * y * effective_conductivity(k, x, y).real / 2)


def needed_metal(n):
    """omega*tau at which S(n+1/2) = S(n)/2."""
    return brentq(lambda x: shape(n + 0.5, x) - shape(n, x) / 2,
                  0.5, 20 * n)


def metal_relative_width(n, x):
    res = minimize_scalar(lambda v: -shape(v, x), method="bounded",
                          bounds=(n - 0.2, n + 0.2),
                          options={"xatol": 1e-9})
    top, half = res.x, -res.fun / 2
    lo = brentq(lambda v: shape(v, x) - half, n - 0.3, top)
    hi = brentq(lambda v: shape(v, x) - half, top, n + 0.3)
    return top * (1 / lo - 1 / hi)


for n in (1, 2, 3):
    assert abs(50 * metal_relative_width(n, 50.0) - 2) < 0.06
for n in range(1, 9):
    estimate = np.pi * (n + 0.25) / np.log(1 + np.sqrt(2))
    assert abs(estimate / needed_metal(n) - 1) < 0.05

# ---------- worked example: semiconductor sheet ----------
e, m_e = const.e, const.m_e
m_s, f_s = 0.1 * m_e, 100e9
w_s = 2 * np.pi * f_s
B_res = m_s * w_s / e
print(f"semiconductor: m = {m_s/m_e:.2f} m_e, f = {f_s/1e9:.0f} GHz")
print(f"resonance field m*omega/e = {B_res:.4f} T")
print(f"omega*tau for a maximum at B>0 = {x_exist:.4f}")
print(f"omega*tau for half-depth = {x_half:.4f}")
print(f"tau for a maximum = {x_exist/w_s*1e12:.3f} ps")
print(f"tau for half-depth = {x_half/w_s*1e12:.3f} ps")
for tau in (0.5e-12, 2e-12, 10e-12):
    x = w_s * tau
    print(f"tau = {tau*1e12:.1f} ps: omega*tau = {x:.4f}")
    print(f"  Re sigma_xx/sigma0 at B=0: {absorption(x, 0):.4f}, "
          f"at m*omega/e: {absorption(x, x):.4f}")
    if x > x_exist:
        yp, hp = numerical_peak(x)
        print(f"  peak at {yp/x*B_res:.4f} T, height {hp:.4f}, "
              f"B=0/peak = {absorption(x, 0)/hp:.4f}")
    else:
        values = [absorption(x, y) for y in np.linspace(0, 5, 1001)]
        assert np.argmax(values) == 0
        print("  no maximum at nonzero field")
tau_s = 10e-12
x_s = w_s * tau_s
width_s = drude_relative_width(x_s)
print(f"tau = 10 ps: full width/peak field = {width_s:.4f}, "
      f"2/(omega*tau) = {2/x_s:.4f}")

density, thickness = 1e19, 1e-6
sigma0 = density * e**2 * tau_s / m_s
Z0 = np.sqrt(const.mu_0 / const.epsilon_0)
load = Z0 * sigma0 * thickness
y_pk = numerical_peak(x_s)[0]
incident = np.array([1, 0])
trans = np.linalg.solve(np.eye(2) + load * drude_tensor(x_s, y_pk) / 2,
                        incident)
refl = trans - incident
absorbed = 1 - np.sum(abs(trans)**2) - np.sum(abs(refl)**2)
thin = load * absorption(x_s, y_pk)
assert abs(absorbed / thin - 1) < 0.02
print(f"sheet: n = {density:.1e} m^-3, d = {thickness*1e6:.1f} um, "
      f"sigma0 = {sigma0:.2f} S/m")
print(f"Z0*sigma0*d = {load:.5f}")
print(f"absorbed at peak: thin-sheet {100*thin:.4f} %, "
      f"from T and R {100*absorbed:.4f} %")

# ---------- worked example: metal ----------
f_m, tau_m, v_F, depth = 24e9, 0.2e-9, 1e6, 0.1e-6
w_m = 2 * np.pi * f_m
x_m = w_m * tau_m
B1 = m_e * w_m / e
k1 = v_F / w_m / depth
ql = v_F * tau_m / depth
print(f"metal: m = m_e, f = {f_m/1e9:.0f} GHz, tau = {tau_m*1e9:.1f} ns, "
      f"v_F = {v_F:.1e} m/s")
print(f"1/q = {depth*1e6:.1f} um, l = {v_F*tau_m*1e6:.0f} um, "
      f"r at B_1 = {v_F/w_m*1e6:.2f} um")
print(f"omega*tau = {x_m:.3f}, q*r at B_1 = {k1:.2f}, q*l = {ql:.0f}")

# zero-field reference 2/(q l)
angle = 2 * np.pi * np.arange(200000) / 200000
zero_field = 2 * np.mean((np.sin(angle)**2
                          / (1 - 1j * x_m + 1j * ql * np.cos(angle))).real)
assert abs(zero_field * ql / 2 - 1) < 0.01
print(f"zero-field Re sigma/sigma0 = {zero_field:.6f}, "
      f"2/(q l) = {2/ql:.6f}")

for n in range(1, 5):
    # the kinetic response itself must peak at omega = n*omega_c
    grid = n + np.linspace(-0.1, 0.1, 21)
    response = [kinetic_shape(v, x_m, k1) for v in grid]
    assert abs(grid[np.argmax(response)] - n) < 0.025
    peak_k, dip_k = (kinetic_shape(v, x_m, k1) for v in (n, n + 0.5))
    assert abs(peak_k / shape(n, x_m) - 1) < 0.05
    assert abs(dip_k / shape(n + 0.5, x_m) - 1) < 0.05
    print(f"n = {n}: B_n = {B1/n:.4f} T, needed omega*tau = "
          f"{needed_metal(n):.3f}")
    print(f"  S at n: {shape(n, x_m):.3f} (kinetic {peak_k:.3f}); "
          f"at n+1/2: {shape(n+0.5, x_m):.3f} (kinetic {dip_k:.3f})")

# the half-depth condition checked on the kinetic response
x_one = needed_metal(1)
ratio = kinetic_shape(1.5, x_one, k1) / kinetic_shape(1.0, x_one, k1)
assert abs(ratio - 0.5) < 0.025
print(f"kinetic dip/peak at the n=1 threshold = {ratio:.4f}")

resolved = 0
while needed_metal(resolved + 1) <= x_m:
    resolved += 1
print(f"resolved orders at omega*tau = {x_m:.2f}: {resolved}")

# a uniform field at the same omega*tau gives a single line
fields = np.linspace(0.1, 1.5, 2801)
line = np.array([absorption(x_m, b * x_m) for b in fields])
maxima = np.sum((line[1:-1] > line[:-2]) & (line[1:-1] > line[2:]))
assert maxima == 1
print(f"Drude line, same omega*tau: number of maxima = {maxima}")
print(f"Drude absorption at B_1/2 relative to peak = "
      f"{absorption(x_m, x_m/2)/numerical_peak(x_m)[1]:.5f}")
screened = effective_conductivity(1e-3, x_m, x_m)[0].real
assert abs(screened * (1 + x_m**2) - 1) < 0.01
print(f"uniform field with J_x = 0, at B_1: Re sigma/sigma0 = "
      f"{screened:.6f}")
print("all good")
```

It prints:

```
semiconductor: m = 0.10 m_e, f = 100 GHz
resonance field m*omega/e = 0.3572 T
omega*tau for a maximum at B>0 = 0.5774
omega*tau for half-depth = 1.6383
tau for a maximum = 0.919 ps
tau for half-depth = 2.607 ps
tau = 0.5 ps: omega*tau = 0.3142
  Re sigma_xx/sigma0 at B=0: 0.9102, at m*omega/e: 0.8585
  no maximum at nonzero field
tau = 2.0 ps: omega*tau = 1.2566
  Re sigma_xx/sigma0 at B=0: 0.3877, at m*omega/e: 0.5683
  peak at 0.3432 T, height 0.5695, B=0/peak = 0.6808
tau = 10.0 ps: omega*tau = 6.2832
  Re sigma_xx/sigma0 at B=0: 0.0247, at m*omega/e: 0.5031
  peak at 0.3572 T, height 0.5031, B=0/peak = 0.0491
tau = 10 ps: full width/peak field = 0.3204, 2/(omega*tau) = 0.3183
sheet: n = 1.0e+19 m^-3, d = 1.0 um, sigma0 = 28.18 S/m
Z0*sigma0*d = 0.01062
absorbed at peak: thin-sheet 0.5341 %, from T and R 0.5286 %
metal: m = m_e, f = 24 GHz, tau = 0.2 ns, v_F = 1.0e+06 m/s
1/q = 0.1 um, l = 200 um, r at B_1 = 6.63 um
omega*tau = 30.159, q*r at B_1 = 66.31, q*l = 2000
zero-field Re sigma/sigma0 = 0.000999, 2/(q l) = 0.001000
n = 1: B_n = 0.8574 T, needed omega*tau = 4.287
  S at n: 9.635 (kinetic 9.562); at n+1/2: 0.155 (kinetic 0.154)
n = 2: B_n = 0.4287 T, needed omega*tau = 7.927
  S at n: 4.869 (kinetic 4.862); at n+1/2: 0.255 (kinetic 0.254)
n = 3: B_n = 0.2858 T, needed omega*tau = 11.520
  S at n: 3.303 (kinetic 3.301); at n+1/2: 0.349 (kinetic 0.349)
n = 4: B_n = 0.2143 T, needed omega*tau = 15.100
  S at n: 2.537 (kinetic 2.536); at n+1/2: 0.437 (kinetic 0.436)
kinetic dip/peak at the n=1 threshold = 0.4978
resolved orders at omega*tau = 30.16: 8
Drude line, same omega*tau: number of maxima = 1
Drude absorption at B_1/2 relative to peak = 0.00487
uniform field with J_x = 0, at B_1: Re sigma/sigma0 = 0.001098
all good
```
